The average FCIQMC step: spawning, death and annihilation as a projector

**One walker and two determinants**

Let a Hamiltonian have two basis determinants, with H_11 = S and H_12 = H_21 = V > 0. One positive walker sits on determinant 1. In a time step τ it may create a child on determinant 2. Let this happen with probability τV, assumed at most one, and let the child be negative. The parent survives. The average signed populations after the step are

(1, −τV), (1)

which is the first column of the matrix 1 − τ(H − S).

Now suppose that the walker attempts to create a child only half the time. The average survives if each attempt succeeds with probability 2τV (which now requires 2τV ≤ 1), since ½ · 2τV = τV. Dividing by the probability of an attempt has removed that probability from the mean.

Finally, put a second positive walker on determinant 2. If a negative child arrives there, the signed population is 1 − 1 = 0, whether the two walkers are kept as a pair or deleted. Deletion changes the number of walkers but not the signed sum.

Full configuration interaction quantum Monte Carlo (FCIQMC) applies these rules to many determinants. The matrix 1 − τ(H − S) is called a projector because its repeated action can isolate the ground state; a single application is not a projection in the algebraic sense.

**The rules of a step**

Let H be a real symmetric matrix over determinants i, and let S be a number called the shift. Determinant i carries n_i⁺ positive and n_i⁻ negative walkers. Its signed and total populations are

N_i = n_i⁺ − n_i⁻, n_i = n_i⁺ + n_i⁻. (2)

Each walker present at the start of the step, with sign s = ±1 and position i, does two things.

Spawning. An excitation generator draws a target j ≠ i with probability p(j|i), or draws nothing, so that Σ_j p(j|i) ≤ 1. If j is drawn, sK walkers are placed on j, where

K = floor(x_ji + u), x_ji = −τH_ji / p(j|i), (3)

and u is uniform on [0,1) and independent of the draw. A negative value of sK means |K| walkers of negative sign.

Death or cloning. The walker is replaced on i by s(1 − L) walkers, where

L = floor(d_i + u′), d_i = τ(H_ii − S), (4)

with a fresh uniform number u′. For 0 ≤ d_i ≤ 1 this is death with probability d_i. For −1 ≤ d_i < 0 the walker survives and is copied with probability |d_i|.

Children do not act until the next step. When all parents have acted, opposite signs on the same determinant annihilate in pairs.

Three assumptions enter. First, p(j|i) is known and nonzero wherever H_ji ≠ 0. Second, S is fixed before the random numbers of the step are drawn. Third, no child is discarded by a further rule. The initiator approximation breaks the third assumption, because it removes certain children according to the populations; their contribution is then missing from the mean.

**Rounding without bias**

Write a real number x as x = m + f, with m = floor(x) and 0 ≤ f < 1. Then floor(x + u) equals m + 1 when u ≥ 1 − f, which has probability f, and equals m otherwise. Hence

E floor(x + u) = m(1 − f) + (m + 1)f = m + f = x. (5)

This holds for either sign of x and for any size. Several children from one attempt, cloning, and even d_i > 1 therefore need no separate treatment.

The two possible values differ by one, so the variance is f(1 − f), and

E [floor(x + u)]² = x² + f(1 − f). (6)

**The mean of each process**

Consider one walker of sign s on i, and a determinant j ≠ i. The walker contributes to j only if j is drawn. Averaging first over u with (5), and then over the draw, gives

E[contribution to j] = p(j|i) · s x_ji = p(j|i) · s · [−τH_ji / p(j|i)] = −sτH_ji. (7)

The generation probability cancels. If H_ji = 0, the result is zero whether or not j can be drawn.

On its own determinant, the walker leaves on average

E[s(1 − L)] = s(1 − d_i) = s[1 − τ(H_ii − S)]. (8)

Annihilation removes m_i = min(n_i⁺, n_i⁻) walkers of each sign:

(n_i⁺ − m_i) − (n_i⁻ − m_i) = n_i⁺ − n_i⁻. (9)

This is an identity for every outcome of the random numbers, not just for the average. Annihilation thus contributes nothing to the mean.

Now sum (7) and (8) over all walkers. The signs of the walkers on i add up to N_i. With N′ for the populations after the step,

E[N′_j | N, S] = [1 − τ(H_jj − S)]N_j − τ Σ_{i≠j} H_ji N_i. (10)

In matrix form,

E[N′ | N, S] = P N, P = 1 − τ(H − S). (11)

The bar means that the populations and the shift at the start of the step are given. Only linearity of the average was used, so (11) would hold even if the random numbers of different walkers were correlated.

**A step in the H4 chain**

Take four hydrogen atoms in a line, 2 bohr apart, in the STO-3G basis with restricted Hartree–Fock (RHF) orbitals. Two electrons of each spin in four orbitals give 36 determinants. Full configuration interaction in this basis gives E_0 = −2.1510 hartree, against −2.0752 hartree for RHF. This reference contains all correlation within the minimal basis, but it is far from the basis limit: full configuration interaction in 6-31G gives −2.2147 hartree, and CCSD(T) in cc-pVTZ about −2.255 hartree, some 0.10 hartree lower than STO-3G. The numbers below describe this 36-determinant model, not the converged molecule.

The RHF determinant has occupations 2200. Its most strongly coupled partner, 2020, has both electrons of the second orbital moved to the third. The coupling is H_ji = 0.13739 hartree. We choose τ = 0.05 hartree⁻¹ and S = E_0.

The first generator chooses a single excitation with probability 0.3 and a double with probability 0.7. A double is drawn as one of 6 electron pairs, followed by one of 4 choices of empty orbitals. For the partner, which needs a pair of opposite spins,

p = 0.7/(6 · 4) = 0.02917,
x = −0.05 · 0.13739/0.02917 = −0.2355. (12)

Once the partner has been drawn, a child of opposite sign appears with probability 0.2355. The overall probability is 0.02917 · 0.2355 = 0.00687, which is τH_ji.

Start with 20 walkers on RHF and 5 on the partner, all positive. The death probabilities are 0.003788 and 0.039027. Equation (10) gives

RHF: 20(1 − 0.003788) − 0.00687 · 5 = 19.890,
partner: 5(1 − 0.039027) − 0.00687 · 20 = 4.667. (13)

A simulation of 20000 independent replicas gave 19.889 ± 0.002 and 4.662 ± 0.004, where the uncertainty is one standard error. A second generator had arbitrary, widely scattered probabilities; it sometimes drew nothing and sometimes drew determinants with no coupling. It gave 19.889 ± 0.002 and 4.667 ± 0.004. The generators differ, but the mean step is the same.

**Which probability must be known**

The p(j|i) in (7) is the probability that j is drawn at all. If several sequences of random choices lead to j, their probabilities must be added.

The first generator shows this. When the two chosen electrons have the same spin, only two orbitals of that spin are empty, and both must be filled. All 4 orbital choices then give the same target, so p = 4 · 0.7/24 = 0.7/6. Dividing instead by the probability 0.7/24 of one choice would make x four times too large. The mean in (7) would become −4sτH_ji, and the walkers would follow a different Hamiltonian.

A zero probability does different damage. If p(j|i) = 0 while H_ji ≠ 0, no child ever travels from i to j, and the element −τH_ji is missing from P. To show this, the second generator was prevented from drawing the partner from RHF. By (13), the partner should then have 0.00687 · 20 = 0.137 walkers too many. The simulated excess was 0.139, with a standard error of 0.003. More sampling makes such an error more visible; it does not remove it.

**What the generator does change**

The mean is independent of the generator, but the noise need not be. Let different walkers use independent random numbers. A walker on i ≠ j contributes to j with second moment p(j|i)[x_ji² + f_ji(1 − f_ji)], from (6), where f_ji is the fractional part x_ji − floor(x_ji). The square of its mean is (τH_ji)². A walker on j itself contributes the variance of L. Adding the variances of independent walkers gives

Var[N′_j | N, S] = Σ_{i≠j} n_i {p(j|i)[x_ji² + f_ji(1 − f_ji)] − (τH_ji)²} + n_j g_j(1 − g_j), (14)

where g_j = d_j − floor(d_j). The variance contains total populations n_i, because the sign of a walker drops out when its contribution is squared.

Suppose that |x_ji| ≤ 1. Then K is either zero or the sign of x_ji, so K² = |K| and its average is |x_ji|. The second moment becomes

p(j|i)|x_ji| = τ|H_ji|. (15)

The generator has disappeared again. In fact, the walker places one child on j with probability τ|H_ji|, whatever p is. If |x_ji| ≤ 1 for all pairs, the full probability law of the step, and not just its mean, is independent of the generator.

If |x_ji| > 1, an attempt can yield several children at once. Since p x² = |x| · τ|H_ji|, the second moment is then at least |x_ji| τ|H_ji|, which exceeds (15). Rare draws followed by large bursts keep the mean right at the price of more noise.

In H4 the largest |x| over all pairs is 0.28 for the first generator, well below 1, and 5.1 for the second. For the start used above, the variance (14) summed over determinants is 1.536 for the first and 1.641 for the second. The simulations gave 1.549 and 1.658.

Uncancelled pairs also add noise. With 10 extra walkers of each sign on RHF, N is unchanged, but the summed variance for the first generator rises from 1.536 to 2.458. The simulation gave 2.457.

**Many steps and the role of annihilation**

Keep S fixed and let N(n) be the population after n steps. Averaging (11) over the populations at the start of the step gives E N(n+1) = P E N(n). Repetition from a given start yields

E N(n) = Pⁿ N(0). (16)

By (9), this is true with or without annihilation. The total populations behave differently. The integer K is zero or has the sign of x, so E|K| = |x|. In the same way, E|1 − L| = |1 − d_i|. Before annihilation, the mean total populations are therefore

E[n′_j | n, S] = Σ_i |P_ji| n_i. (17)

Annihilation subtracts pairs from this. Because the elements |P_ji| are nonnegative, walkers removed now cannot raise the mean totals later. At every step, the mean total on each determinant is at most its value without annihilation.

This also orders the noise. Let C^(i) be the covariance matrix of the output of a single walker on i. The randomness inherited from earlier steps is carried forward by P, and the new step adds its own:

Cov N(n+1) = P Cov N(n) Pᵀ + Σ_i E[n_i(n)] C^(i). (18)

No C^(i) has a negative eigenvalue, and this remains so after multiplication by P on the left and Pᵀ on the right. Smaller mean totals therefore cannot give a larger variance summed over determinants. Annihilation leaves the signal alone and limits the noise.

For the H4 start, 60 steps were simulated in 4000 replicas with the first generator. Equation (16) predicts 17.75 walkers on RHF and −2.55 on the partner, which has changed sign. The results were:

- with annihilation: 17.82 ± 0.04 and −2.61 ± 0.03, with 36.3 walkers in total and summed variance 34;
- without annihilation: 17.74 ± 0.05 and −2.54 ± 0.05, with 84.4 walkers in total and summed variance 77.

Equation (17) predicts a total of 84.5 for the second case.

The long-run growth without annihilation is governed by a different Hamiltonian. Let H̃ have the diagonal of H and off-diagonal elements −|H_ij|. If all 1 − d_i ≥ 0, as here, the matrix in (17) is 1 − τ(H̃ − S). For the normalized ground state c of H,

E_0 = Σ_ij c_i H_ij c_j ≥ Σ_ij |c_i| H̃_ij |c_j| ≥ Ẽ_0, (19)

where Ẽ_0 is the lowest eigenvalue of H̃. The first inequality holds because no off-diagonal term can be lower than −|c_i||H_ij||c_j|; the second is the variational principle. For H4 in STO-3G with RHF orbitals, Ẽ_0 = −2.349 hartree, which is 0.198 hartree below E_0. Unlike E_0, this gap depends on the choice of orbitals, and it also depends on the basis: it is 0.153 hartree with Löwdin-orthogonalized atomic orbitals in STO-3G and 0.742 hartree with RHF orbitals in 6-31G. At S = E_0, the fastest growing mode of the uncancelled population gains a factor 1 + 0.05 · 0.198 = 1.0099 per step, while no mode of the signed mean grows. If the start feeds that mode, the signal is eventually lost among cancelling walkers. This is the sign problem in walker form.

**When the mean reaches the ground state**

Let E_k be the eigenvalues of H. Those of P are 1 − τ(E_k − S). At S = E_0 the ground state has eigenvalue 1. Every other component decays if |1 − τ(E_k − E_0)| < 1, which for a nondegenerate ground state requires

0 < τ < 2/(E_max − E_0). (20)

The start must also overlap the ground state. The highest eigenvalue in H4 is 0.5293 hartree, so the limit is 2/2.6803 = 0.746 hartree⁻¹, well above the τ used. Equation (11) itself does not need (20): a larger τ still gives the correct mean step, but its repetition need not lead to the ground state.

An energy can be read from the mean populations. If HN = EN, the row of the RHF determinant, labelled 0, gives

E = Σ_j H_0j N_j / N_0. (21)

After 60 steps, the exact mean Pⁿ N(0) gives −2.1417 hartree, still 0.0093 hartree above E_0. This remainder comes from excited components that have not yet decayed, since no sampling enters Pⁿ N(0). The simulated means with annihilation give −2.1418 hartree. Numerator and denominator must be averaged separately: (16) concerns means of populations, and the mean of a ratio is in general not the ratio of the means.

**A shift that follows the population**

In practice E_0 is unknown, and S is adjusted to hold the walker number steady. If S is computed from populations already present, (11) remains true for each step. The average over all histories, however, now contains a product of two fluctuating quantities:

E N′ = (1 − τH) E N + τ E[S N]. (22)

Insert E[S N] = E[S] E[N] + Cov(S, N):

E N′ = [1 − τ(H − E S)] E N + τ Cov(S, N). (23)

The last term is the source of population-control bias. Its effect is clearest in the ground-state component A = Σ_i c_i N_i. Multiplying (23) by c from the left and using cᵀH = E_0 cᵀ gives

E A′ = [1 + τ(E S − E_0)] E A + τ Cov(S, A). (24)

If this mean component is itself steady, E A′ = E A ≠ 0, then

E S − E_0 = −Cov(S, A) / E A. (25)

With c chosen so that E A > 0, a negative covariance then holds the mean shift above E_0. A steady walker number does not guarantee this condition. With few walkers a replica can reverse its overall sign, so that E A decays while the walker number stays constant. Equation (24) then adds the term (E A′ − E A)/(τ E A) to the right side of (25). A negative covariance is to be expected when A grows with the walker number, because the control lowers S in crowded replicas.

To make the covariance term of (23) and (24) visible, 4000 replicas were started with only 8 walkers on RHF and run for 200 steps. These two equations need no steady state, and the run tests them, not (25). Each replica used its own shift,

S = E_0 − (0.1/τ) ln(N_w/8), (26)

where N_w is its current walker number after annihilation, taken as at least 1 so that the logarithm is defined. Here E_0 serves as a convenient origin. At each step, the mean of A was compared with the prediction of a projector containing the mean shift. The deviations added up to −2.00, and the summed values of τ Cov(S, A) to −2.01, with a standard error of 0.06 for their difference. For the RHF count the two sums were −1.69 and −1.71. The projector with each replica's own shift thus describes the mean step within the sampling error, while the projector with the averaged shift does not. The numerical check behind the figures for STO-3G with RHF orbitals is printed below.

Calculated quantities

```
H4 spacing 2.0 bohr, STO-3G, determinants: 36
RHF energy: -2.075243 hartree
full-CI energy E0 = fixed shift S: -2.151007 hartree
highest eigenvalue: 0.529271 hartree
tau: 0.05 1/hartree; limit 2/(Emax-E0): 0.7462 1/hartree
RHF determinant: 2200; partner: 2020
H(partner,RHF): 0.137393 hartree
H(partner,partner): -1.370471 hartree
start: RHF 20, partner 5 walkers
death probability: RHF 0.003788, partner 0.039027
single-excitation draw probability P_SINGLE: 0.3
orbital: p(partner|RHF) 0.029167, x -0.235531, p*x -0.006870
orbital: largest |x| over all pairs 0.280
arbitrary: p(partner|RHF) 0.025601, x -0.268336, p*x -0.006870
arbitrary: largest |x| over all pairs 5.079
one step, P N: RHF 19.88989, partner 4.66747 walkers
replicas for one step: 20000
orbital: mean RHF 19.88870 +- 0.00234, partner 4.66215 +- 0.00402
orbital: summed variance simulated 1.5485, formula 1.5361
arbitrary: mean RHF 19.88930 +- 0.00234, partner 4.66685 +- 0.00402
arbitrary: summed variance simulated 1.6581, formula 1.6407
orbital+pairs: mean RHF 19.88425 +- 0.00304, partner 4.67415 +- 0.00480
orbital+pairs: summed variance simulated 2.4567, formula 2.4577
blind: mean RHF 19.88715 +- 0.00234, partner 4.80685 +- 0.00306
blind: summed variance simulated 1.5135, formula 1.5042
blind generator: partner off by 0.13938, predicted 0.13739 walkers
fixed-shift run: 60 steps, 4000 replicas
P^n N: RHF 17.7482, partner -2.5542 walkers
with annihilation: RHF 17.8218 +- 0.0429, partner -2.6110 +- 0.0323
with annihilation: total walkers 36.270 +- 0.114, summed variance 33.92
with annihilation: projected energy of mean -2.14182 hartree
without: RHF 17.7355 +- 0.0527, partner -2.5377 +- 0.0464
without: total walkers 84.379 +- 0.328, summed variance 77.29
without: projected energy of mean -2.14164 hartree
total from absolute-value matrix: 84.537 walkers
projected energy of P^n N: -2.14166 hartree
lowest eigenvalue, off-diagonals -|H|: -2.349155 hartree
overlap of P^8000 N with ground state: 1.0000000000
steered shift: damping 0.1, 200 steps, 4000 replicas, start 8 walkers on RHF
RHF count: summed deviation from mean-shift projector -1.6920
RHF count: summed tau*Cov with S -1.7128, standard error of difference 0.0629
ground-state component: summed deviation from mean-shift projector -2.0029
ground-state component: summed tau*Cov with S -2.0068, standard error of difference 0.0628
```
